The Thin-Layer Law for Reflectance Anisotropy on an Isotropic Substrate

Q: During epitaxy you shine light of wavelength 500 nm straight down on the wafer and claim to see the anisotropy of a surface layer half a nanometre thick. The light penetrates far deeper than that. Why does the substrate not swamp the signal?

A: Because the measured quantity is a difference between two polarizations. An isotropic substrate reflects both equally at normal incidence, so what is left comes from the layer. The angle matters: if x lies in the plane of incidence, the bare model substrate used below already gives a relative difference of 0.14 × 10⁻³ at 1° and 1.3 × 10⁻³ at 3°, about half the layer signal of that example. Everything that follows assumes exactly normal incidence. The signal is

Δr/r̄ = (r_x − r_y)/r̄, r̄ = (r_x + r_y)/2,

where r_x and r_y are the complex reflection coefficients of the electric field for polarization along x and y. The McIntyre–Aspnes expansion relates this signal to the permittivity of the layer.

Q: Before any expansion, what is the model?

A: The z axis points from the ambient into the sample. The ambient, z < 0, is transparent and isotropic, with real permittivity ε_a = n_a². The layer fills 0 < z < d, and the substrate, with ε_b = n_b², fills z > d. All permittivities are relative, all media are nonmagnetic, and the layer is laterally uniform with a local permittivity. For a reconstructed surface that last assumption is a modelling step. Fields vary as exp(−iωt), so absorption means Im ε > 0.

I also assume that xz is a mirror plane of the layer. Reflection y → −y then forces ε_xy = ε_yz = 0 and the two polarizations do not mix. The element ε_xz may remain.

Q: If ε_xz remains, a field along x drives a polarization along z. You cannot then describe the layer by one number per polarization.

A: At normal incidence I can, because nothing varies along x or y. The z component of curl H contains only lateral derivatives, so it vanishes, and with it the z component of the displacement:

ε_zx E_x + ε_zz E_z = 0, so E_z = −(ε_zx/ε_zz) E_x.

I insert this in the x component of the displacement:

ε_xx E_x + ε_xz E_z = (ε_xx − ε_xz ε_zx/ε_zz) E_x.

The bracket is the effective permittivity, which I call ε_x. For the other polarization ε_y = ε_yy. This step needs ε_zz ≠ 0, and if ε_zz is small while ε_xz is not, ε_x becomes large and a thin-layer expansion may fail. If ε_xz = 0, the value of ε_zz has no influence at normal incidence.

Q: Then write down the field equations, with the signs visible.

A: For polarization along x, Maxwell's curl equations give

dE_x/dz = iωμ₀ H_y, dH_y/dz = iωε₀ ε_x E_x.

I scale the magnetic field as H = √(μ₀/ε₀) H_y. Since ω√(μ₀ε₀) = ω/c = k₀ = 2π/λ, with λ the vacuum wavelength, the pair becomes

dE/dz = ik₀ H, dH/dz = ik₀ ε E.

For polarization along y the same pair follows with H = −√(μ₀/ε₀) H_x and ε = ε_y. So both polarizations obey one equation with different ε.

Reflection depends on the ratio Y = H/E, the scaled admittance. Its derivative is

dY/dz = (dH/dz)/E − H(dE/dz)/E² = ik₀(ε − Y²).

In the substrate there is only the wave exp(ik₀n_b z), for which H = n_b E. Tangential E and H are continuous, so Y(d) = n_b.

Q: That equation is nonlinear. Where does a law linear in thickness come from?

A: From integrating over a short distance. Going back from z = d to z = 0,

Y(0) = n_b − ik₀ ∫₀ᵈ (ε − Y²) dz.

Inside the layer Y differs from n_b by an amount of order k₀d. Replacing Y² by ε_b under the integral therefore causes an error of order (k₀d)²:

Y(0) = n_b − ik₀ ∫₀ᵈ (ε − ε_b) dz + O((k₀d)²).

A layer with ε = ε_b changes nothing, as it must, since it is just more substrate.

Q: You still have an admittance and not a reflection coefficient.

A: In the ambient, an incident wave of unit amplitude and a reflected wave of amplitude r give, at z = 0,

E = 1 + r, H = n_a(1 − r).

Hence Y = n_a(1 − r)/(1 + r), and solving for r,

r = (n_a − Y)/(n_a + Y).

I want relative changes, so I differentiate the logarithm:

d ln r/dY = −1/(n_a − Y) − 1/(n_a + Y) = −2n_a/(n_a² − Y²) = 2n_a/(Y² − n_a²).

Let r₀ = (n_a − n_b)/(n_a + n_b) belong to the bare substrate. For a uniform layer and j = x or y, multiplying the slope at Y = n_b by the change of Y gives

ln(r_j/r₀) = −2ik₀d n_a (ε_j − ε_b)/(ε_b − ε_a) + O((k₀d)²).

Q: I could put the phase reference elsewhere and obtain a different numerator. Does that not make the result arbitrary?

A: It changes the single-polarization result. Here I compared with a bare substrate whose surface lies at z = 0. Suppose instead that the bare surface lies at z = d, where the real substrate begins. Its reflection, seen from z = 0, is r₀ exp(2ik₀n_a d), and the logarithm of the ratio becomes

−2ik₀d n_a [(ε_j − ε_b)/(ε_b − ε_a) + 1] = −2ik₀d n_a (ε_j − ε_a)/(ε_b − ε_a).

So ε_a replaces ε_b in the numerator. Both constants are the same for x and y, and both drop out of the difference.

Q: Then take the difference, and justify the mean in the denominator.

A: Let L = ln(r_x/r_y). Dividing numerator and denominator by r_y,

Δr/r̄ = 2(e^L − 1)/(e^L + 1) = 2 tanh(L/2) = L − L³/12 + …

Since L is of order k₀d, the signal equals L up to third order. Dividing by r_y instead would give e^L − 1 = L + L²/2 + …, which has the same leading term. Subtracting the two logarithms and using 2k₀ = 4π/λ,

Δr/r̄ = −(4πi n_a d/λ) (ε_x − ε_y)/(ε_b − ε_a) + O((d/λ)²).

This is the thin-layer law. For a layer graded in depth, the integral for Y(0) shows that d(ε_x − ε_y) is replaced by ∫₀ᵈ (ε_x − ε_y) dz.

Q: I have seen this law with +i in front. One of the two must be wrong.

A: Not if the time factors differ. With exp(+iωt) the same physical fields have conjugated amplitudes, and absorption means Im ε < 0. Conjugating the whole equation turns −i into +i and replaces each permittivity and the signal by its conjugate. Mixing the sign of one convention with the permittivities of the other gives a wrong spectrum.

Q: Give me numbers, so that I can judge the size.

A: I choose round model parameters that stand for no particular material: λ = 500 nm, d = 0.5 nm, ε_a = 1, ε_b = 16 + 10i, ε_x = 14 + 12i and ε_y = 12 + 9i. Write Δε = ε_x − ε_y = 2 + 3i. The contrast with the ambient is ε_b − ε_a = 15 + 10i, so

Δε/(ε_b − ε_a) = (2 + 3i)(15 − 10i)/(15² + 10²) = (60 + 25i)/325 = 0.185 + 0.077i.

The prefactor is 4π × 0.5/500 = 0.01257. Multiplication by −i turns 0.185 + 0.077i into 0.077 − 0.185i, and therefore

Δr/r̄ ≈ (0.97 − 2.32i) × 10⁻³.

A full solution of Maxwell's equations for the same layer, with the plane waves of the complete 3×3 tensor matched at both interfaces, gives (1.00 − 2.28i) × 10⁻³. The complex difference is 2.2 percent of the modulus of the full signal. A layer a thousandth of a wavelength thick thus produces a signal of a few parts in a thousand.

Q: A detector measures intensity. What happens to the complex signal?

A: With R = |r|², the ratio R_x/R_y equals exp(2 Re L). The same identity as before gives

ΔR/R̄ = 2(R_x − R_y)/(R_x + R_y) = 2 tanh(Re L) = 2 Re(Δr/r̄) + O((k₀d)³).

In the example the full solution gives ΔR/R̄ = 1.99 × 10⁻³, while twice the real part of the linear law gives 1.93 × 10⁻³. Intensity alone discards the imaginary part, which is the larger one here.

Q: Is the 2 percent error what theory predicts, or could it hide a wrong coefficient?

A: The next order can be worked out. Take a uniform layer, let s = d − z be the distance from the substrate, and abbreviate q = k₀d, C = ε_b − ε_a and δ = ε_j − ε_b. The admittance equation now reads dY/ds = −ik₀(ε_j − Y²). At s = 0, where Y = n_b,

dY/ds = −ik₀δ,
d²Y/ds² = 2ik₀Y dY/ds = 2ik₀n_b(−ik₀δ) = 2k₀²n_bδ.

The Taylor series at s = d gives Y = n_b + u with

u = −iqδ + q²n_bδ + O(q³), u² = −q²δ² + O(q³).

The second derivative of ln r with respect to Y is −4n_aY/(Y² − n_a²)². Half of it, taken at Y = n_b, multiplies u²:

ln(r_j/r₀) = 2n_a u/C − 2n_a n_b u²/C² + O(q³)
= −2iq n_a δ/C + 2q² n_a n_b δ(C + δ)/C² + O(q³).

Now subtract y from x. The product in the last term yields

δ_x(C + δ_x) − δ_y(C + δ_y) = (δ_x − δ_y)(C + δ_x + δ_y) = Δε (ε_x + ε_y − ε_a − ε_b).

Dividing the second-order term by the first-order one leaves

Δr/r̄ = −(2iq n_a Δε/C) [1 + κ + O(q²)],
κ = iq n_b (ε_x + ε_y − ε_a − ε_b)/(ε_b − ε_a).

Q: And the number?

A: Here q = 0.00628, n_b = 4.18 + 1.20i and ε_x + ε_y − ε_a − ε_b = 9 + 11i. These give κ = −0.012 + 0.018i, with modulus 0.022. That accounts for the 2.2 percent. With κ included, the remaining error is 0.03 percent of the full signal.

The tests check the coefficients through their scaling. When d is halved from 0.2 to 0.1 nm, the relative error of the linear law halves, which would fail if its coefficient were wrong. The error of the second-order law for the uniform layer falls to a quarter. Both tests were made with ε_a = 1 and ε_a = 1.8.

Q: So when is a layer thin enough?

A: When |κ| is small compared with one and the remaining terms, of order q² and higher, are small too. If the mean of ε_x and ε_y is close to ε_b, the fraction in κ is close to one and κ ≈ ik₀d n_b. The thickness must then be small against λ/(2π|n_b|), a stricter demand than d ≪ λ. If the mean lies halfway between ε_a and ε_b, κ vanishes and the relative error starts at order q².

For the model parameters, the error of the linear law relative to the full signal is 4.3 percent at 1 nm, 8.7 percent at 2 nm and 17 percent at 4 nm. The second-order law is still within 2 percent at 4 nm. These percentages include the phase error, so they exceed the errors of the modulus alone.

Q: The law has ε_b − ε_a in the denominator. If the two are nearly equal, does a thin layer produce an enormous anisotropy?

A: The relative signal does grow, because r₀ tends to zero, but it does not diverge at ε_b = ε_a as the law says. To leading order the absolute difference is r₀ times the signal. Using

r₀/(ε_b − ε_a) = (n_a − n_b)/[(n_a + n_b)(n_b² − n_a²)] = −1/(n_a + n_b)²,

I find

r_x − r_y = 2ik₀d n_a Δε/(n_a + n_b)².

This stays finite. The expansion of the logarithm fails there, since the layer's own reflection is no longer a small change of r₀. At ε_b = ε_a each r_j is proportional to ε_j − ε_a at leading order, so for a thin layer the relative signal approaches 2Δε/(ε_x + ε_y − 2ε_a), which is independent of d and finite unless the mean of ε_x and ε_y equals ε_a. The pole is shifted, not removed. With ε̄ = (ε_x + ε_y)/2, the mean reflection is r̄ ≈ [−(ε_b − ε_a) + 2ik₀d n_a(ε̄ − ε_b)]/(n_a + n_b)², which vanishes where ε_b − ε_a ≈ 2ik₀d n_a(ε̄ − ε_b). For the layer of the first example and ε_a = 1 the exact zero lies near ε_b = 0.87 + 0.14i, and the relative signal is unbounded there. The absolute difference survives, because it follows without dividing by r₀: the slope dr/dY = −2n_a/(n_a + Y)² at Y = n_b, multiplied by the difference −ik₀dΔε of the two admittances, gives the same expression.

Q: Does linearity in d/λ mean that the spectrum follows 1/λ?

A: No. The linearity is in thickness, at fixed wavelength and fixed permittivities. When λ is scanned, Δε and ε_b change too. Structure in the spectrum may come from either, because the substrate enters through the denominator.

Q: Then a peak in ΔR/R̄ need not be absorption in the layer.

A: Correct. With an absorbing substrate, the complex factor 1/(ε_b − ε_a) mixes Re Δε and Im Δε. If ε_b is real, the mixing disappears at leading order:

Re(Δr/r̄) = (4πn_a d/λ) Im Δε/(ε_b − ε_a).

Take ε_b = 12 and a layer of 0.5 nm with ε_y = 12 and ε_x = 12 + 3i, so that it absorbs along x only. The law gives 0.01257 × 3/11 = 3.43 × 10⁻³, which is real and positive.

Q: Positive? You add absorption along x, and the reflectance along x rises?

A: Yes, for ε_b > ε_a. The admittance at the surface is

Y(0) = n_b − ik₀d(3i) = n_b + 3k₀d.

Absorption raises the real admittance further above n_a. The mismatch with the ambient grows, and so does the reflection. The full solution confirms the sign and gives (3.41 + 0.07i) × 10⁻³. The small imaginary part is a second-order effect: with n_b = √12 = 3.46,

κ = i × 0.00628 × 3.46 × (11 + 3i)/11 = −0.006 + 0.022i,

and the imaginary part, 0.0218 before rounding, times 3.43 × 10⁻³ is about 0.07 × 10⁻³. For a transparent substrate with ε_b < ε_a, the leading term changes sign, and so does the signal as long as |ε_b − ε_a| is large against 2k₀d n_a|ε_j − ε_b|.

Q: Can I turn the law round and obtain the permittivity of the surface layer?

A: You obtain a product. Solving for it,

d Δε = [iλ(ε_b − ε_a)/(4πn_a)] Δr/r̄.

At a single wavelength you need ε_b and both parts of the complex signal. The real part alone is then one equation for two unknowns, Re Δε and Im Δε.

Applied to the full signal of the first example, this gives dΔε = 0.96 + 1.50i nm, against the true 1 + 1.5i nm. The real part is 4 percent too small while the imaginary part is almost untouched. That follows from κ: the error is

(1 + 1.5i)(−0.012 + 0.018i) ≈ −0.039 + 0.000i nm.

The near cancellation in the imaginary part is an accident of these parameters.

Q: Why can I not separate d from Δε?

A: At first order they occur only as a product. Halve the thickness to 0.25 nm and double Δε at the same mean permittivity. The linear law gives the same value as before. The full solution gives (0.98 − 2.30i) × 10⁻³, against (1.00 − 2.28i) × 10⁻³ for the original layer. The two differ by about 1 percent of the signal. To tell them apart you would need that accuracy in the data and equal confidence in the layer model.

The depth profile is hidden in the same way. Let the deviation from the substrate fall linearly to zero across the layer, with the same integral:

ε_j(z) = ε_b + 2(1 − z/d)(ε_j − ε_b).

The full signal is then (0.98 − 2.29i) × 10⁻³. Its difference from the uniform layer is of second order, since the first-order integrals are equal.

Q: You allowed ε_xz at the start. Does it matter, or is it decoration?

A: It can matter a great deal. Keep the other parameters of the first example and set ε_xz = ε_zx = 4 + i and ε_zz = 10 + 5i. Then

ε_xz ε_zx/ε_zz = (15 + 8i)/(10 + 5i) = 1.52 + 0.04i,

and the effective anisotropy drops from 2 + 3i to 0.48 + 2.96i. The linear law with this value gives (1.53 − 1.42i) × 10⁻³, and the full tensor solution gives (1.53 − 1.38i) × 10⁻³. Using ε_xx − ε_yy alone would have given (0.97 − 2.32i) × 10⁻³. What the measurement yields is therefore an effective anisotropy, which need not equal the difference of two tensor elements.

Q: My last objection is to the word isotropic. No real substrate is perfectly so. Strain, for instance, could make it slightly anisotropic.

A: Then there is a background that does not vanish with d. Let the substrate permittivities along x and y differ by a small Δε_b around ε_b. From n_b² = ε_b, the indices differ by Δε_b/(2n_b). Without a layer Y = n_b, so the slope of ln r gives

Δr/r̄ ≈ [2n_a/(ε_b − ε_a)] × Δε_b/(2n_b) = n_a Δε_b/[n_b(ε_b − ε_a)].

To first order in both small quantities, this adds to the layer signal. Setting it equal to the layer signal gives the substrate anisotropy that imitates the layer:

Δε_b = −2ik₀d n_b Δε.

For the first example this is 0.19 − 0.06i, with a modulus of 1.0 percent of |ε_b|. A bare substrate with this anisotropy gives (0.97 − 2.32i) × 10⁻³ in the full solution, the same as the linear law for the layer.

Q: So one spectrum cannot tell me whether I see the surface or the bulk?

A: Not by itself. At a single wavelength, a suitable complex Δε_b reproduces any small layer signal. A change made to the surface alone helps. If Δε_b stays fixed while the layer changes, the difference of the two signals removes the substrate term at first order and leaves a term proportional to the change of ∫(ε_x − ε_y) dz. A cross term of order k₀d Δε_b remains: with the Δε_b found above, an isotropic overlayer of permittivity 13 + 10.5i changes the signal by about 5 percent at 0.5 nm and 18 percent at 2 nm, although it adds no anisotropy. The inference also depends on the substrate, its temperature, its strain and any electric field near its surface staying the same between the two measurements. The numerical output gives the values used here to more digits.

Computed results

```
INPUT
wavelength: 500.0 nm; layer thickness: 0.50 nm
k0*d: 0.006283 (dimensionless)
eps_a: 1 +0i (dimensionless)
eps_b: 16 +10i (dimensionless)
eps_x: 14 +12i (dimensionless)
eps_y: 12 +9i (dimensionless)
eps_x - eps_y: 2 +3i (dimensionless)
n_b: 4.1754 +1.1975i (dimensionless)
bare-substrate r0: -0.63319 -0.084872i (dimensionless)
UNIFORM LAYER
(eps_x-eps_y)/(eps_b-eps_a): 0.18462 +0.076923i (dimensionless)
r_x, full solution: -0.63436 -0.085305i (dimensionless)
r_y, full solution: -0.63354 -0.086662i (dimensionless)
dr/r, linear law, times 1000: 0.96664 -2.3199i (dimensionless)
dr/r, full solution, times 1000: 0.99643 -2.2755i (dimensionless)
dr/r, second-order law, times 1000: 0.99716 -2.2753i (dimensionless)
relative second-order correction: -0.011726 +0.018041i (dimensionless)
dR/R, full solution, times 1000: 1.99286 (dimensionless)
2 Re(dr/r), full, times 1000: 1.99286 (dimensionless)
2 Re(dr/r), linear, times 1000: 1.93329 (dimensionless)
THICKNESS TABLE: d in nm; |dr/r| times 1000; relative errors in percent
d | full | linear | error of linear law | error of second-order law
0.25 | 1.2493 | 1.2566 | 1.076 | 0.0076
0.50 | 2.4841 | 2.5133 | 2.154 | 0.0304
1.00 | 4.9110 | 5.0265 | 4.314 | 0.1214
2.00 | 9.5996 | 10.0531 | 8.651 | 0.4835
4.00 | 18.3578 | 20.1062 | 17.416 | 1.9209
INVERSION AND PRODUCT RULE
true d*(eps_x-eps_y): 1 +1.5i nm
recovered d*(eps_x-eps_y): 0.96162 +1.5001i nm
recovered eps_x-eps_y with d known: 1.9232 +3.0002i (dimensionless)
dr/r, half d and doubled anisotropy, times 1000: 0.98171 -2.2977i (dimensionless)
GRADED AND TILTED LAYERS, same d
dr/r, graded layer, full, times 1000: 0.97901 -2.2898i (dimensionless)
eps_xz: 4 +1i (dimensionless)
eps_zz: 10 +5i (dimensionless)
effective eps_x-eps_y, tilted: 0.48 +2.96i (dimensionless)
dr/r, tilted, full, times 1000: 1.5344 -1.3815i (dimensionless)
dr/r, tilted, linear with effective eps_x, times 1000: 1.5312 -1.4229i (dimensionless)
TRANSPARENT SUBSTRATE, layer absorbing along x only
substrate eps_b: 12 +0i (dimensionless)
eps_x-eps_y: 0 +3i (dimensionless)
dr/r, full, times 1000: 3.4059 +0.073839i (dimensionless)
dr/r, linear, times 1000: 3.4272 +0i (dimensionless)
ANISOTROPIC SUBSTRATE WITHOUT LAYER
substrate anisotropy imitating the layer: 0.18751 -0.059795i (dimensionless)
its modulus relative to |eps_b|: 1.043 percent
dr/r, full, times 1000: 0.9666 -2.32i (dimensionless)
```
